\section*{Off-resonance effects in a 90 degree pulse and the spin-echo delay}

\section{Problem}

A rectangular radiofrequency pulse of length $t_p$ acts on spins whose resonance is offset by $\Delta$ from the carrier. In the rotating frame the magnetization obeys
\begin{equation}
\frac{d\mathbf M}{dt}=\boldsymbol\omega\times\mathbf M,\qquad
\boldsymbol\omega=(\omega_1,0,\Delta),
\label{bloch}
\end{equation}
where $\omega_1>0$ is the nutation frequency. The length is set for a quarter turn on resonance, $\omega_1t_p=\pi/2$. Between pulses $\omega_1=0$. Relaxation, couplings between spins, inhomogeneity of the radiofrequency field and pulse rise times are neglected. Before the pulse $\mathbf M=(0,0,1)$, in units of the equilibrium magnetization. The algebra uses atomic units with $\hbar=1$, so that $\omega_1$ and $\Delta$ are also energies. The small parameter is $\delta=\Delta/\omega_1$.

\begin{enumerate}
\item[(a)] Show that, to first order in $\delta$, the pulse gives the same magnetization as an ideal, instantaneous 90 degree pulse followed by free precession for a time $2t_p/\pi$.
\item[(b)] Find the leading errors of this replacement in the phase and in the longitudinal magnetization.
\item[(c)] A delay $\tau_1$ after the end of the pulse, a refocusing pulse with the same $\omega_1$ begins. Let $\tau_2$ be the time counted from its end. Where is the echo top, and which $\tau_1$ puts it at a prescribed $\tau_2=T$?
\item[(d)] Evaluate the results for $t_p=10$ microseconds, a 180 degree refocusing pulse of 20 microseconds, $T=100$ microseconds, and a Gaussian distribution of offsets with standard deviation $10^{-11}$ eV.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item For (a), solve the motion with $\Delta=0$ first. Insert that solution into the one equation that $\Delta$ changes at first order.
\item For (b), the angular velocity is constant during the pulse, so the motion is a rotation about a fixed tilted axis.
\item For (c), use $M_+=M_x+iM_y$. An echo comes from the part of the refocusing pulse that turns $M_+$ into its complex conjugate. Ask whether the coefficient of that part has a phase that depends on the offset.
\end{enumerate}

\section{Solution}

\subsection*{(a) The equivalent precession time}

Written out, equation (\ref{bloch}) is
\begin{align}
\dot M_x&=-\Delta M_y, & \dot M_y&=\Delta M_x-\omega_1M_z, & \dot M_z&=\omega_1M_y .
\end{align}
For $\Delta=0$ and $\mathbf M(0)=(0,0,1)$ the solution is $M_x=0$, $M_y=-\sin\omega_1t$, $M_z=\cos\omega_1t$. Inserting this $M_y$ into the first equation gives, to first order,
\begin{equation}
M_x(t)=\Delta\int_0^t\sin\omega_1t'\,dt'=\delta\,(1-\cos\omega_1t).
\label{growth}
\end{equation}
In the other two equations the offset appears only in the term $\Delta M_x$ of $\dot M_y$, which is already of second order. At the end of the pulse, where $\cos\omega_1t_p=0$,
\begin{equation}
\mathbf M(t_p)=(\delta,-1,0)+O(\delta^2).
\label{end}
\end{equation}

An ideal pulse leaves $\mathbf M=(0,-1,0)$, or $M_+=-i$. In free precession $\dot M_+=-\Delta M_y+i\Delta M_x=i\Delta M_+$, so after a time $t$
\begin{equation}
M_+=-ie^{i\Delta t}=\sin\Delta t-i\cos\Delta t .
\end{equation}
To first order in $\Delta$ this is the vector $(\Delta t,-1,0)$. It agrees with (\ref{end}) if $\Delta t=\delta=\Delta/\omega_1$. The offset cancels, and the required time is
\begin{equation}
t_c=\frac1{\omega_1}=\frac{2t_p}{\pi}.
\label{tc}
\end{equation}
Because $t_c$ is the same for every small offset, the phase error of the pulse can be treated as a delay.

The factor $2/\pi$ is the mean of $\sin\omega_1t$ over the quarter turn. Precession about $z$ acts on the transverse magnetization, and this grows from zero to its full size during the pulse. The pulse therefore counts for less than its whole length.

\subsection*{(b) The leading errors}

Let $s=\sqrt{1+\delta^2}$. The angular velocity has magnitude $\omega_1s$, direction $\mathbf n=(1/s,0,\delta/s)$, and turns the magnetization through $\beta=\omega_1st_p=\pi s/2$. The rotation formula gives
\begin{equation}
\mathbf M(t_p)=\hat{\mathbf z}\cos\beta+(\mathbf n\times\hat{\mathbf z})\sin\beta+\mathbf n\,n_z(1-\cos\beta).
\end{equation}
With $\mathbf n\times\hat{\mathbf z}=(0,-n_x,0)$, the components are
\begin{align}
M_x&=n_xn_z(1-\cos\beta),\qquad M_y=-n_x\sin\beta,\\
M_z&=\cos\beta+n_z^2(1-\cos\beta).
\label{mz}
\end{align}
Define the phase $\phi$ and transverse size $r$ by $M_+=-ire^{i\phi}$, so that $M_x=r\sin\phi$ and $M_y=-r\cos\phi$. Then
\begin{equation}
\tan\phi=-\frac{M_x}{M_y}=n_z\frac{1-\cos\beta}{\sin\beta}=n_z\tan\frac\beta2 .
\label{tan}
\end{equation}

For small $\delta$, $s=1+\delta^2/2+O(\delta^4)$. Hence $n_z=\delta-\delta^3/2+O(\delta^5)$ and $\beta/2=\pi/4+\pi\delta^2/8+O(\delta^4)$. Since $\tan(\pi/4+\epsilon)=1+2\epsilon+O(\epsilon^2)$,
\begin{equation}
\tan\phi=\left(\delta-\frac{\delta^3}2\right)\left(1+\frac{\pi\delta^2}4\right)+O(\delta^5)
=\delta+\left(\frac\pi4-\frac12\right)\delta^3+O(\delta^5).
\end{equation}
The series $\arctan u=u-u^3/3+\dots$ subtracts another $\delta^3/3$:
\begin{equation}
\phi=\delta+c\,\delta^3+O(\delta^5),\qquad c=\frac\pi4-\frac56=-0.0479 .
\label{phi}
\end{equation}
For the longitudinal part, $\cos\beta=-\pi\delta^2/4+O(\delta^4)$ and $n_z^2(1-\cos\beta)=\delta^2+O(\delta^4)$, so
\begin{equation}
M_z=\left(1-\frac\pi4\right)\delta^2+O(\delta^4).
\end{equation}
A rotation preserves length, so $r=\sqrt{1-M_z^2}$ differs from one only at fourth order.

The phase has no quadratic error, and its cubic coefficient is small because $\pi/4$ and $5/6$ nearly cancel. The replacement nevertheless fails at large offset. At $\delta=\sqrt3$ one has $s=2$, $\beta=\pi$ and $n_z^2=3/4$. Equation (\ref{mz}) then gives $M_z=-1+3/2=1/2$: half of the original magnetization is still along $z$. The phase is $\pi/2=1.57$ rad, where the first-order rule predicts $1.73$ rad. Here the rule fails more severely for the longitudinal magnetization than for the phase.

\subsection*{(c) The echo}

Let the refocusing pulse have radiofrequency phase $\alpha$ and length $t_p'$. Its axis satisfies $n_+=n_x+in_y=e^{i\alpha}/s$ and $n_z=\delta/s$, and its rotation angle is $\beta'=\omega_1st_p'$. The transverse part of the rotation formula is
\begin{equation}
M_+'=M_+\cos\beta'+i(n_zM_+-n_+M_z)\sin\beta'+n_+(\mathbf n\cdot\mathbf M)(1-\cos\beta').
\end{equation}
Substituting $\mathbf n\cdot\mathbf M=\tfrac12(n_+M_+^*+n_+^*M_+)+n_zM_z$ and collecting terms gives $M_+'=AM_++BM_z+CM_+^*$, with
\begin{align}
A&=\cos\beta'+in_z\sin\beta'+\tfrac12|n_+|^2(1-\cos\beta'),\\
B&=n_+\left[n_z(1-\cos\beta')-i\sin\beta'\right],\\
C&=\tfrac12n_+^2(1-\cos\beta')=\frac{e^{2i\alpha}}{s^2}\sin^2\frac{\beta'}2 .
\label{C}
\end{align}

The three parts depend on $\alpha$ as $1$, $e^{i\alpha}$ and $e^{2i\alpha}$. Repeat the experiment with $\alpha=0,\pi/2,\pi,3\pi/2$, and average the signals with signs $+,-,+,-$. The three factors become
\begin{align}
A:&\quad \tfrac14(1-1+1-1)=0,\\
B:&\quad \tfrac14(1-i-1+i)=0,\\
C:&\quad \tfrac14(1+1+1+1)=1 .
\end{align}
What remains is $C_0M_+^*$, where $C_0=\sin^2(\beta'/2)/s^2$ is real and non-negative. For a rectangular refocusing pulse of any length, the selected part thus acquires no offset-dependent phase during that pulse.

Now follow the phase. At the end of the first pulse $M_+=-ire^{i\phi}$. The delay $\tau_1$ multiplies this by $e^{i\Delta\tau_1}$. Conjugation changes $-i$ into $i$ and reverses the accumulated phase. Precession for $\tau_2$ then gives
\begin{equation}
S(\Delta)=i\,rC_0\,e^{i[\Delta(\tau_2-\tau_1)-\phi]} .
\label{signal}
\end{equation}
With $\phi=\Delta t_c$, the exponent is $i\Delta(\tau_2-\tau_1-t_c)$. The weights $rC_0$ are non-negative, so the magnitude of the sum over offsets is largest when all contributions have the same phase. At this order the echo top is at
\begin{equation}
\tau_2=\tau_1+\frac{2t_p}\pi .
\label{top}
\end{equation}
To place it at $\tau_2=T$, shorten the first delay:
\begin{equation}
\tau_1=T-\frac{2t_p}\pi ,
\label{correct}
\end{equation}
which requires $T>2t_p/\pi$. The correction contains the length of the first pulse alone, because both delays are counted from pulse edges and the refocusing pulse adds no phase.

The phase cycle matters most when the refocusing pulse is far from 180 degrees. For $\omega_1t_p'=\pi$, $\cos\beta'=-1+O(\delta^4)$ and $\sin\beta'=O(\delta^2)$. Then $A=-1+1/s^2+O(\delta^3)=-\delta^2+O(\delta^3)$. Also $B=O(\delta)$, but it multiplies $M_z=O(\delta^2)$. Without the cycle the unwanted signal is therefore of second order. For a resonant 90 degree refocusing pulse, by contrast, $A=1/2$, as large as $C_0$. At small offset $A=\tfrac12+i\delta$ to first order, which adds a phase $2\delta=2\Delta t_c$. This part therefore carries the phase $\Delta(\tau_1+\tau_2+2t_c)+\phi$, in which the two delays add instead of cancelling. The cycle is needed to isolate the echo unless the spread of offsets has already dephased this part.

The cubic term in (\ref{phi}) shifts the top slightly. Put $x=\tau_2-\tau_1-t_c$, so that the phase in (\ref{signal}) is $\Delta x-c\Delta^3/\omega_1^3$. Treat $rC_0$ as constant and take offsets distributed symmetrically about zero, with averages written $\langle\cdot\rangle$. The odd sine part vanishes, and expanding the cosine for small phase shows that the top minimizes $\langle(\Delta x-c\Delta^3/\omega_1^3)^2\rangle$. Setting the derivative with respect to $x$ to zero gives
\begin{equation}
x=\frac{c\,\langle\Delta^4\rangle}{\omega_1^3\langle\Delta^2\rangle}
=3c\left(\frac\sigma{\omega_1}\right)^2t_c ,
\label{shift}
\end{equation}
where the last form uses $\langle\Delta^4\rangle=3\sigma^4$ and $\langle\Delta^2\rangle=\sigma^2$ for a Gaussian of standard deviation $\sigma$. This is the leading term in $\sigma/\omega_1$ for the cycled signal. With a 180 degree refocusing pulse it overestimates the shift by about 12 percent at $\sigma=0.2\,\omega_1$ and by nearly 30 percent at $\sigma=0.3\,\omega_1$.

\subsection*{(d) Numbers}

Energies are in eV and times in microseconds, related by $\hbar=6.582\times10^{-10}$ eV microsecond. The nutation energy is
\begin{equation}
\hbar\omega_1=\frac{\pi\hbar}{2t_p}
=\frac{\pi\times6.582\times10^{-10}}{20}\ \mathrm{eV}=1.034\times10^{-10}\ \mathrm{eV}.
\end{equation}
An offset of one standard deviation has $\delta=10^{-11}/(1.034\times10^{-10})=0.0967$. The correction time is $t_c=20/\pi=6.366$ microseconds, or $2.632\times10^{11}$ atomic units of time.

For this offset, direct solution of the Bloch equation gives a phase of $0.09668$ rad after the pulse, against $0.09672$ rad at first order. The longitudinal remainder is $0.0020$, as expected from $0.2146\times0.0967^2$.

With $\tau_1=100$ microseconds, equation (\ref{top}) predicts the top at $106.366$ microseconds. With the four-step phase cycle, the sum over the Gaussian distribution has its maximum at $106.358$ microseconds, earlier by $0.0083$. Equation (\ref{shift}) gives
\begin{equation}
x=3\times(-0.0479)\times(0.0967)^2\times6.366=-0.0086
\end{equation}
microseconds, so the cubic phase explains the shift, overestimating the computed value by about 3 percent. For a distribution four times narrower the shift should be sixteen times smaller, and the computed value is indeed $-0.0005$ microseconds. Replacing the 180 degree refocusing pulse by a 90 degree one leaves the top of the cycled signal at $106.358$ microseconds. These figures depend on the cycle. In a single scan the parts $AM_+$ and $BM_z$ are not yet fully dephased at this width: the top lies at $106.38$ microseconds for $\alpha=0$ and $106.30$ for $\alpha=\pi/2$ with the 180 degree pulse, and at $106.97$ and $105.71$ with the 90 degree pulse.

Equation (\ref{correct}) asks for $\tau_1=100-6.366=93.634$ microseconds. The computed top of the cycled signal is then at $99.992$ microseconds; a single scan peaks at $100.04$ for $\alpha=0$ and $99.90$ for $\alpha=\pi/2$. At $T$, the cycled signal from the single offset $10^{-11}$ eV has a phase error, relative to zero offset, of $-5.54$ degrees with equal edge delays and $0.0025$ degrees with the corrected delay. The numerical output lists these values and the comparisons used below.

\section{Two variations}

\subsection*{Variation 1: arbitrary initial magnetization}

Does the replacement in (a) hold when the pulse acts on magnetization that is already transverse?

To first order, $\beta=\pi/2$ and $\mathbf n=(1,0,\delta)$. The rotation formula applied to the three unit vectors gives the columns of
\begin{equation}
R=\begin{pmatrix}1&-\delta&\delta\\ \delta&0&-1\\ \delta&1&0\end{pmatrix}.
\end{equation}
Let $X$ be this matrix at $\delta=0$. Free precession for $t_c$ is $Z=1+\delta K$ to first order, with
\begin{equation}
K=\begin{pmatrix}0&-1&0\\1&0&0\\0&0&0\end{pmatrix},\quad
KX=\begin{pmatrix}0&0&1\\1&0&0\\0&0&0\end{pmatrix},\quad
XK=\begin{pmatrix}0&-1&0\\0&0&0\\1&0&0\end{pmatrix}.
\end{equation}
Therefore $R=X+\delta(KX+XK)=ZXZ$ to first order. The general replacement is precession for $t_c$, an ideal pulse, and precession for $t_c$ again. The first precession does nothing to magnetization along $z$, which is why (a) needs just the second.

Dropping the first precession omits $\delta XK$. For magnetization initially along $x$, this loses a component $\delta$ along $z$. Numerically, halving $\delta$ from $0.02$ to $0.01$ reduces the matrix error by a factor of $2.00$ with one precession and $4.00$ with both, as expected for first- and second-order errors.

\subsection*{Variation 2: delays counted from pulse centres}

Suppose the interval between the pulse centres is made equal to the interval from the centre of the refocusing pulse to the intended echo at $T$. By how much is the echo late?

Equating the two intervals gives
\begin{equation}
\frac{t_p}2+\tau_1+\frac{t_p'}2=\frac{t_p'}2+T
\quad\Rightarrow\quad \tau_1=T-\frac{t_p}2 .
\end{equation}
By (\ref{top}) the top is at $\tau_2=T+(2/\pi-1/2)t_p$. It is late by $0.137\,t_p$, or $1.37$ microseconds in the example; the computed top of the cycled signal is at $101.36$ microseconds. Counting from the centre credits the first pulse with half its length of precession. That would be right if the transverse magnetization grew linearly. It grows as a sine, which lies above the straight line joining its end points, so its mean is $2/\pi$ and not $1/2$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hbar = 6.582120e-10 eV microsecond
90 degree pulse length tp = 10.000 microsecond
180 degree pulse length = 20.000 microsecond
nutation energy hbar*w1 = 1.03392e-10 eV
offset energy hbar*D = 1.000e-11 eV
offset ratio d = D/w1 = 0.096720 (no unit)
correction 2*tp/pi = 6.3662 microsecond
correction = 2.63187e+11 atomic units of time
phase after pulse, Bloch = 0.096676 rad
phase after pulse, first order = 0.096720 rad
Mz after pulse / M0 = 0.002006 (no unit)
transverse size / M0 = 0.9999980 (no unit)
cubic phase coefficient, Bloch at d=0.02 = -0.04793
cubic phase coefficient, series = -0.04794
quadratic Mz coefficient, Bloch at d=0.02 = 0.21459
quadratic Mz coefficient, series = 0.21460
two-sided error at d=0.02 = 1.214e-04 (matrix norm)
two-sided error at d=0.01 = 3.035e-05 (matrix norm)
two-sided error ratio = 4.000
one-sided error at d=0.02 = 2.828e-02 (matrix norm)
one-sided error at d=0.01 = 1.414e-02 (matrix norm)
one-sided error ratio = 2.000
prescribed echo time T = 100.000 microsecond
Gaussian offset deviation = 1.000e-11 eV
equal edge delays: predicted top = 106.3662 microsecond
equal edge delays: Bloch top = 106.3579 microsecond
top minus prediction = -0.00833 microsecond
narrow deviation = 2.500e-12 eV
narrow: top minus prediction = -0.00054 microsecond
second pulse 90 degrees: top = 106.3577 microsecond
centre-counted tau1 = 95.0000 microsecond
centre-counted: Bloch top = 101.3579 microsecond
centre-counted: predicted lateness = 1.3662 microsecond
corrected tau1 = 93.6338 microsecond
corrected: Bloch top = 99.9917 microsecond
phase at T, equal delays = -5.5391 degree
phase at T, corrected = 0.00248 degree
\end{verbatim}
